\section*{Distance Scaling of sp and d-d Hopping in Solids}

When a crystal is compressed, its bands widen, because electrons pass more easily between neighbouring atoms. In a tight-binding description this ease is measured by hopping energies, the matrix elements of the one-electron Hamiltonian between orbitals on adjacent sites. To follow the bonding through a change of volume one must know how these energies depend on the neighbour distance $d$. In Harrison's scheme those between $s$ and $p$ orbitals vary as $d^{-2}$ and those between $d$ orbitals as $d^{-5}$. The two powers have different origins. The first comes from asking tight-binding bands to resemble those of free electrons; the second comes from the tail of a $d$ orbital outside its own atom.

Consider first a simple cubic crystal with one $s$ and three $p$ orbitals per atom. The orbitals are taken as orthonormal, and only nearest neighbours are coupled. The four independent hoppings are $V_{ss\sigma}$, $V_{sp\sigma}$, $V_{pp\sigma}$ and $V_{pp\pi}$, where $\sigma$ means that the $p$ orbitals point along the bond and $\pi$ that they are parallel to each other and perpendicular to it. I take $V_{sp\sigma}$ as the element between an $s$ orbital at the origin and a $p_x$ orbital at $+d\hat{\mathbf x}$ whose positive lobe points towards $+x$. The negative lobe then faces the $s$ orbital, so in an attractive potential the element is positive.

Free electrons in the same lattice have the energies
\begin{equation}
E=\frac{\hbar^2}{2m}|\mathbf k+\mathbf G|^2
=\frac{\hbar^2}{md^2}\,\frac{|\mathbf k d+\mathbf G d|^2}{2},
\end{equation}
where $m$ is the electron mass and $\mathbf G$ a reciprocal lattice vector. Since $\mathbf Gd$ is a fixed set of numbers for a given structure, these levels are $\hbar^2/(md^2)$ times a function of $\mathbf kd$. The tight-binding matrix has the form $H(\mathbf k)=\sum_a p_aF_a(\mathbf kd)$, where the $p_a$ are the hoppings and orbital energies and the matrices $F_a$ contain phase factors. Multiplying all $p_a$ by a positive number multiplies all eigenvalues by it. If a set of parameters matches chosen free-electron levels at spacing $d$, the same set multiplied by $(d/d')^2$ therefore matches the corresponding levels at spacing $d'$. Hence
\begin{equation}
V_{ll'\mu}=\eta_{ll'\mu}\frac{\hbar^2}{md^2},\qquad \mu=\sigma,\pi .
\label{eq:spscale}
\end{equation}
This fixes the power for any structure and any matching rule that is kept the same as $d$ changes, provided the orbital energies are scaled together with the hoppings. The numbers $\eta$ require an actual matching, and another lattice, with its own $F_a$ and $\mathbf G$, must be matched anew.

With Bloch sums $\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}|\mathbf R\alpha\rangle$ and $\mathbf k=(k,0,0)$, the two neighbours along $x$ contribute phases $e^{\pm ikd}$ and the other four contribute unity. Counting $\sigma$ and $\pi$ bonds for each orbital gives the diagonal elements
\begin{align}
E_s&=\varepsilon_s+V_{ss\sigma}(2\cos kd+4),\\
E_{p_x}&=\varepsilon_p+2V_{pp\sigma}\cos kd+4V_{pp\pi},\\
E_{p_y}&=\varepsilon_p+2V_{pp\sigma}+2V_{pp\pi}(1+\cos kd),
\end{align}
where $\varepsilon_s$ and $\varepsilon_p$ are the orbital energies. The $s$--$p_x$ element changes sign between the neighbours at $+d$ and $-d$, so the coupling is
\begin{equation}
V_{sp\sigma}(e^{ikd}-e^{-ikd})=2iV_{sp\sigma}\sin kd .
\end{equation}
It vanishes at the zone centre $\Gamma$ and at the zone face X, where $k=\pi/d$. At these points each band has a pure orbital character and can be paired with a free-electron standing wave of the same symmetry about an atom.

Let $E_0=\hbar^2\pi^2/(2md^2)$, the energy of a free electron with $k=\pi/d$. At $\Gamma$ the $s$ state corresponds to the constant wave, with energy zero. The $p_x$ state corresponds to $\sin(2\pi x/d)$, which is odd about every atom and has energy $4E_0$; the $p_y$ state is its rotated partner. At X the $s$ and $p_x$ states correspond to $\cos(\pi x/d)$ and $\sin(\pi x/d)$, both at $E_0$. The $p_y$ state there corresponds to $\cos(\pi x/d)\sin(2\pi y/d)$, with energy $(1+4)E_0=5E_0$. The conditions are
\begin{align}
\varepsilon_s+6V_{ss\sigma}&=0, & \varepsilon_s+2V_{ss\sigma}&=E_0,\\
\varepsilon_p+2V_{pp\sigma}+4V_{pp\pi}&=4E_0, &
\varepsilon_p-2V_{pp\sigma}+4V_{pp\pi}&=E_0,\\
&& \varepsilon_p+2V_{pp\sigma}&=5E_0 .
\end{align}
Subtracting the two $s$ equations gives $4V_{ss\sigma}=-E_0$. Subtracting the two $p_x$ equations gives $4V_{pp\sigma}=3E_0$. Subtracting the last equation from the $p$ condition at $\Gamma$ gives $4V_{pp\pi}=-E_0$. The orbital energies follow as $\varepsilon_s=3E_0/2$ and $\varepsilon_p=7E_0/2$. Since $E_0=(\pi^2/2)\hbar^2/(md^2)$,
\begin{equation}
\eta_{ss\sigma}=-\frac{\pi^2}{8},\qquad
\eta_{pp\sigma}=\frac{3\pi^2}{8},\qquad
\eta_{pp\pi}=-\frac{\pi^2}{8}.
\end{equation}

The remaining hopping does not affect these levels, and a further condition is needed. A natural one is that electrons at the bottom of the band have the free mass. For small $k$ the $s$ diagonal element is
\begin{equation}
2V_{ss\sigma}(\cos kd-1)\simeq -V_{ss\sigma}k^2d^2=\tfrac14E_0k^2d^2 .
\end{equation}
The coupling to $p_x$, which lies $4E_0$ higher, lowers the energy in second order by $(2V_{sp\sigma}kd)^2/(4E_0)$. The free energy is $\hbar^2k^2/2m=E_0k^2d^2/\pi^2$, so
\begin{equation}
\frac14-\frac{V_{sp\sigma}^2}{E_0^2}=\frac1{\pi^2}.
\end{equation}
Taking the positive root required by the orbital orientation,
\begin{equation}
V_{sp\sigma}=\frac{E_0}{2\pi}\sqrt{\pi^2-4},\qquad
\eta_{sp\sigma}=\frac{\pi}{4}\sqrt{\pi^2-4}\simeq1.90 .
\end{equation}
Without the $s$--$p$ coupling the band would rise too steeply, with coefficient $1/4$ instead of $1/\pi^2\simeq0.10$. The admixture of $p$ character brings the mass up to its free value.

How much of the free-electron spectrum has been captured can be judged at points that were not fitted. For general $\mathbf k$ the parameters found above give the diagonal elements
\begin{align}
E_s&=\frac{E_0}{2}\sum_{i=x,y,z}(1-\cos k_id),\\
E_{p_x}&=\frac{E_0}{2}\left[5+3\cos k_xd+\sum_{i=y,z}(1-\cos k_id)\right].
\end{align}
They are sums over the three axes, as the free-electron energy is. Where each $k_id$ is $0$ or $\pi$, all couplings vanish, and each axis contributes the energy of the corresponding one-dimensional standing wave. At M, $\mathbf kd=(\pi,\pi,0)$, the levels are therefore $2E_0$ three times and $6E_0$ once; at R, $\mathbf kd=(\pi,\pi,\pi)$, all four are $3E_0$. These are free-electron levels. Free electrons have a fourth state at $2E_0$ at M, $\sin(\pi x/d)\sin(\pi y/d)$, but it has $d_{xy}$ symmetry and lies outside the $sp$ basis.

Between the symmetry points the agreement is approximate. Halfway from $\Gamma$ to X the diagonal elements are $E_0/2$ and $5E_0/2$. Their sum, $3E_0$, is also the sum of the two eigenvalues, whatever the value of $V_{sp\sigma}$. The free levels are $E_0/4$ and $9E_0/4$, with sum $5E_0/2$, so both cannot be matched. The tight-binding values are $0.237E_0$ and $2.763E_0$: the lower lies 5\% below its free counterpart and the upper 23\% above. One could instead match the lower band here, by requiring
\begin{equation}
\left(\frac12-\frac14\right)\left(\frac52-\frac14\right)E_0^2=4V_{sp\sigma}^2 .
\end{equation}
This gives $V_{sp\sigma}=3E_0/8$ and $\eta_{sp\sigma}=3\pi^2/16\simeq1.85$, about 3\% below the previous value. The coefficient depends on the matching rule; the power does not.

For a spacing of $0.300\,\mathrm{nm}$, a round value not attached to any material, $\hbar^2/(md^2)=0.8467\,\mathrm{eV}$. Multiplication by the coefficients gives
\begin{align}
V_{ss\sigma}=V_{pp\pi}&=-1.2337\times0.8467\,\mathrm{eV}=-1.04\,\mathrm{eV},\\
V_{sp\sigma}&=1.9028\times0.8467\,\mathrm{eV}=1.61\,\mathrm{eV},\\
V_{pp\sigma}&=3.7011\times0.8467\,\mathrm{eV}=3.13\,\mathrm{eV}.
\end{align}
The matching also fixes $\varepsilon_p-\varepsilon_s=2E_0=8.36\,\mathrm{eV}$, and makes this difference vary as $d^{-2}$. The level separation of a free atom has no such dependence. The scheme therefore keeps the hoppings and takes the orbital energies from elsewhere, which is a modelling decision and not a consequence of the matching. The matching itself would then no longer give $d^{-2}$ for every hopping. The gap at $\Gamma$ is $\varepsilon_p-\varepsilon_s+2E_0$, so the free-mass condition reads $4V_{sp\sigma}^2=(\frac14-\frac1{\pi^2})E_0(\varepsilon_p-\varepsilon_s+2E_0)$. With the separation held at $8.36\,\mathrm{eV}$, a 10\% shortening takes $V_{sp\sigma}$ from $1.61$ to $1.89\,\mathrm{eV}$, a power near $-1.5$. Nor can \eqref{eq:spscale} hold for widely separated atoms: bound $s$ and $p$ orbitals then have exponentially decaying tails, and so do their hoppings. The law describes spacings at which the valence bands are broad and resemble those of free electrons.

A narrow $d$ band does not resemble a free-electron band, and matching of this kind is not available for it. A $d$ electron is held inside its atom by the centrifugal barrier and reaches its neighbours through a weak tail. The size of that tail introduces a second length besides $d$, so that dimensional reasoning no longer determines the power. Muffin-tin orbital theory supplies what is missing. The potential is taken as spherical inside non-overlapping spheres of radius $R$ and flat between them. An orbital is a solution inside its sphere, joined to a tail of fixed kinetic energy outside.

Put the zero of energy at the flat potential, and suppose that the $d$ level of a single well lies there. The tail then has zero kinetic energy and obeys Laplace's equation. For angular momentum $l=2$ the radial solutions are $r^2$ and $r^{-3}$, and a bound orbital has the decaying one:
\begin{equation}
\psi_m(\mathbf r)=\frac{r_d^{3/2}}{r^3}\,Y_{2m}(\hat{\mathbf r}),\qquad r>R .
\label{eq:tail}
\end{equation}
With $\psi_m$ normalized over all space, this equation defines the length $r_d$. The tail contributes $r_d^3\int_R^\infty r^{-4}dr=r_d^3/(3R^3)$ to the norm, which is finite, so the state is bound even at zero energy. A different definition of $r_d$ would rescale all the $d$--$d$ coefficients below by a common factor.

Place well 1 at the origin and well 2 at $d\hat{\mathbf z}$. The pair is symmetric about the $z$ axis, so hopping connects equal $m$, with $|m|=0,1,2$ called $\sigma$, $\pi$ and $\delta$. Around well 2 the tail of orbital 1 is a regular solution of Laplace's equation and can be expanded in functions $r^lY_{lm}$ centred there. Its $l=2$ part is the part quadratic in the local coordinates $x,y,z$; write it as $r_d^{3/2}B_mr^2Y_{2m}/d^5$.

The coefficients can be read off near the axis. For $m=0$, on the axis itself, the tail is proportional to
\begin{equation}
(d+z)^{-3}=d^{-3}\left(1-\frac{3z}{d}+\frac{6z^2}{d^2}-\cdots\right),
\end{equation}
while $r^2Y_{20}$ is proportional to $z^2$ with the same constant, so $B_0=6$. For $m=1$ the tail is proportional to $(d+z)(x+iy)/r_1^5$, where $r_1$ is the distance from well 1. To first order in $x+iy$ this is
\begin{equation}
(x+iy)(d+z)^{-4}=\frac{x+iy}{d^4}\left(1-\frac{4z}{d}+\cdots\right),
\end{equation}
and comparison with $r^2Y_{21}\propto z(x+iy)$ gives $B_1=-4$. For $m=2$ the tail is proportional to $(x+iy)^2/r_1^5$, whose quadratic part is $(x+iy)^2/d^5$, so $B_2=1$. Negative $m$ gives the same values by reflection.

Here is the origin of the fifth power. The tail falls as $d^{-3}$, but a $d$ orbital on the neighbour responds to the quadratic variation of that tail across its site, and two derivatives cost two further powers of $d$.

To turn this into an energy, let $T$ be the kinetic energy operator and $V_1$, $V_2$ the well potentials. The hopping is $H_{12}=\langle1|T+V_1+V_2|2\rangle$. Since $(T+V_1)\psi_1=0$, letting $T+V_1$ act to the left leaves $H_{12}=\langle1|V_2|2\rangle$; the surface terms at infinity vanish because the tails fall fast enough. Orbital 2 obeys $V_2\psi_2=(\hbar^2/2m)\nabla^2\psi_2$, and $\nabla^2\psi_1=0$ inside sphere 2. Green's theorem therefore gives
\begin{equation}
H_{12}=\frac{\hbar^2}{2m}\oint_{r=R}
\left(\psi_1^*\frac{\partial\psi_2}{\partial r}
-\psi_2\frac{\partial\psi_1^*}{\partial r}\right)R^2\,d\Omega .
\end{equation}
The angular integral selects the $l=2$ part of $\psi_1$. Inserting the radial functions,
\begin{align}
H_{12}&=\frac{\hbar^2}{2m}\frac{r_d^3B_m}{d^5}\,
R^2\left[R^2\left(-\frac{3}{R^4}\right)-\frac{1}{R^3}\,2R\right]\nonumber\\
&=-\frac{5\hbar^2}{2m}\frac{r_d^3B_m}{d^5}.
\label{eq:h12}
\end{align}
The radius of the sphere cancels; the interior of the well enters through $r_d$ alone. With the three values of $B_m$,
\begin{equation}
V_{ddm}=\eta_{ddm}\frac{\hbar^2r_d^3}{md^5},\qquad
(\eta_{dd\sigma},\eta_{dd\pi},\eta_{dd\delta})
=\left(-15,\,10,\,-\tfrac52\right).
\label{eq:dd}
\end{equation}

The matrix element is not yet the shift of a level. For two wells the symmetric and antisymmetric combinations have energies $(\Delta\pm H_{12})/(1\pm S)$, where $S$ is the overlap and $\Delta$ the shift of one orbital by the other well. The overlap vanishes at large $d$, and it multiplies an energy that is already small. In first order $\Delta$ is the potential $V_2$ weighted by $|\psi_1|^2$ in sphere 2. The expansions above start with $d^{-3}$, $(x+iy)/d^4$ and $(x+iy)^2/d^5$, so $\Delta$ falls as $d^{-6}$, $d^{-8}$ and $d^{-10}$ for $\sigma$, $\pi$ and $\delta$, at least one power beyond the hopping. The $\sigma$ term can be followed for a strong well. The $l=0$ part of the tail at site 2 is a constant $c\propto d^{-3}$, which the well turns into $c(1-a/r)$ outside its sphere, where $a$ is its $s$-wave scattering length. The added part $-ca/r$ has an $l=2$ component about site 1 proportional to $ca/d^3$, so the shift is proportional to $a\,d^{-6}$. It is of higher order than the hopping unless $a$ is very large, which happens when the well has an $s$ level close to zero energy. The leading splitting is thus set by \eqref{eq:dd}.

In a crystal a hopping of the same form follows from tail cancellation, if only the $l=2$ parts of the neighbours' tails are kept. Let the orbital on site $i$ have amplitude $a_i$. At energy $E$ the solution inside a sphere joins at its surface to $r^{-3}+p(E)r^2$. The $r^{-3}$ part is the site's own tail, and the $r^2$ part must be supplied by the tails of the others. For one $m$ along a line of sites this reads $p(E)a_i=\sum_jB_ma_j/d_{ij}^5$; in three dimensions the orbitals are first rotated to each bond axis. If $D(E)$ is the logarithmic derivative $R\phi'/\phi$ of the inner radial function $\phi$ at $R$, then
\begin{equation}
D=\frac{-3R^{-3}+2pR^2}{R^{-3}+pR^2},\qquad
p=\frac{1}{R^5}\,\frac{D+3}{2-D}.
\end{equation}
Near the level, where $D=-3$, this is $p\simeq E\,(dD/dE)/(5R^5)$.

The slope of $D$ follows from the radial equation for $u=r\phi$. Differentiating that equation with respect to $E$, multiplying by $u$, subtracting the original equation times $\partial u/\partial E$ and integrating from $0$ to $R$ gives
\begin{equation}
-\frac{\hbar^2}{2m}\,u(R)^2\,\frac{d}{dE}\frac{u'(R)}{u(R)}
=\int_0^Ru^2\,dr .
\end{equation}
Here $u'/u=(1+D)/R$. Normalize $\phi$ to unity inside the sphere and write $\phi(R)^2=r_s^3/R^6$. Then $dD/dE=-2mR^5/(\hbar^2r_s^3)$, so $p\simeq-2mE/(5\hbar^2r_s^3)$, and the cancellation condition becomes
\begin{equation}
E\,a_i=-\frac{5\hbar^2r_s^3}{2m}\sum_j\frac{B_m}{d_{ij}^5}\,a_j .
\end{equation}
This is a tight-binding equation with the hopping \eqref{eq:h12}, except that $r_s$ replaces $r_d$. The atomic-sphere approximation, in which the spheres are expanded to fill space and the tail energy stays at zero, normalizes the orbital within its sphere. The explicit factor $d^{-5}$ and the ratios $-6:4:-1$ are the same in both treatments; the overall strength differs by the weight of the tail outside the sphere used. Space-filling spheres shrink with $d$, so there $r_s$ itself depends on $d$ and the effective power is somewhat steeper than the fifth.

A square well shows the size of these effects. Inside it $\phi\propto j_2(qr)$, and the recurrence $xj_2'(x)=xj_1(x)-3j_2(x)$ turns $D=-3$ into $j_1(qR)=0$. The first root is $qR=4.493$. For $R=0.060\,\mathrm{nm}$ the well depth $\hbar^2q^2/2m$ is $213.7\,\mathrm{eV}$. With $\phi(R)=1$ the norm integral is $R^3/2$ inside and $R^3/3$ outside, so
\begin{equation}
r_d^3=\frac{R^3}{\frac12+\frac13}=\frac65R^3,\qquad r_d=0.0638\,\mathrm{nm}.
\end{equation}
Normalization within the sphere would give $r_s^3=2R^3$ and hoppings $5/3$ as large. In this well 40\% of the orbital's weight lies outside $R$, so the choice matters for a sphere of the well radius. A space-filling sphere of radius $R_a$ leaves out the weight $r_d^3/(3R_a^3)$ only. In a simple cubic lattice with $d=5R$ one has $R_a=3.10R$, so $r_s^3/r_d^3=1.014$ and the effective power is about $-5.05$. At $d=0.300\,\mathrm{nm}=5R$ one has $(r_d/d)^3=1.2/125=0.0096$, and
\begin{equation}
V_{dd\sigma}=-15\times0.8467\,\mathrm{eV}\times0.0096=-0.122\,\mathrm{eV}.
\end{equation}
Likewise $V_{dd\pi}=0.081\,\mathrm{eV}$ and $V_{dd\delta}=-0.020\,\mathrm{eV}$.

The numerical check finds the bonding level of two such wells by matching the wave function at their surfaces, with angular momenta up to $l=6$ and without using \eqref{eq:dd}. At $d=5R$ the bonding energy is $0.977$, $0.981$ and $0.993$ of $|V_{ddm}|$ for $\sigma$, $\pi$ and $\delta$. At $d=10R$ the $\sigma$ ratio is $0.997$, and at $20R$ it is $0.9996$. The $\sigma$ deviation falls by a factor of seven to eight at each of these doublings, close to a relative correction of order $(R/d)^3$. For $\pi$ and $\delta$ the shift $\Delta$ gives no relative correction of order $R/d$, and for $\sigma$ that correction is proportional to the scattering length $a$. Joining $\sin qr$ to $r-a$ at $R$ gives $a=R[1-\tan(qR)/(qR)]$, and $j_1(qR)=0$ is the same condition as $\tan(qR)=qR$, so this length is zero. Other wells can approach the limit more slowly.

The remaining conditions concern the level and the well. If the level lies a distance $\hbar^2\kappa^2/2m$ from the flat potential, the tail keeps its $r^{-3}$ form only for $\kappa r\ll1$. Beyond that it decays exponentially for a level below the flat potential and oscillates for one above, so the fifth power and the ratios $-6:4:-1$ are exact only as $\kappa d\to0$. At $d=0.300\,\mathrm{nm}$, $\kappa d=1$ corresponds to a level only $\hbar^2/(2md^2)=0.42\,\mathrm{eV}$ from the flat potential. Repeating the tail expansion with spherical Bessel functions gives local powers for $\sigma$, $\pi$, $\delta$ of $-5.1$, $-5.2$, $-5.3$ (level below) and $-4.9$, $-4.8$, $-4.6$ (level above) at $\kappa d=1$. At $\kappa d=2$ they are $-5.4$, $-5.6$, $-5.9$ and $-4.7$, $-4.0$, $-4.0$. The hopping itself moves levels away from zero: for the $\sigma$ bonding state at $d=5R$, $\kappa^2d^2\simeq2\times15\times0.0096=0.29$, which is not very small, although the energy is still within 2.4\% of the leading result. The law also assumes that $r_d$ stays fixed. If compression changes the potential inside the atoms, $r_d$ changes as well, and the hopping no longer follows $d^{-5}$ alone.

Within these limits, shortening $d$ by 10\% multiplies the $sp$ hoppings by $0.9^{-2}=1.23$ and the $d$--$d$ hoppings by $0.9^{-5}=1.69$. In the example $V_{ss\sigma}$ goes from $-1.04$ to $-1.29\,\mathrm{eV}$ and $V_{dd\sigma}$ from $-0.122$ to $-0.206\,\mathrm{eV}$. In terms of the crystal volume $\Omega\propto d^3$, the two laws are $\Omega^{-2/3}$ and $\Omega^{-5/3}$: under compression the model's $d$ band widens faster in proportion than its $sp$ band. How closely a real metal follows these powers depends on whether it meets the conditions above, which is not tested here. How wide it is to begin with depends on $(r_d/d)^3$, which is small in the example.

\section*{Table of computed values}
\begin{verbatim}
hbar^2/m = 0.07620 eV nm^2
spacing d = 0.300 nm
hbar^2/(m d^2) = 0.8467 eV
E0 = 4.1781 eV
ss_sigma: eta = -1.2337, V = -1.0445 eV, at 0.9 d: -1.2895 eV
sp_sigma: eta = 1.9028, V = 1.6110 eV, at 0.9 d: 1.9889 eV
pp_sigma: eta = 3.7011, V = 3.1336 eV, at 0.9 d: 3.8686 eV
pp_pi: eta = -1.2337, V = -1.0445 eV, at 0.9 d: -1.2895 eV
matched eps_s = 6.267 eV, eps_p = 14.623 eV
levels at M, tight binding (E0): [2. 2. 2. 6.]
mid Gamma-X, band 1: TB 0.2372, free 0.2500 E0
mid Gamma-X, band 2: TB 2.7628, free 2.2500 E0
eta sp sigma if band 1 is matched at mid-zone = 1.8506
well radius R = 0.060 nm, d/R = 5.00
q R at zero d energy = 4.49341, well depth = 213.68 eV
norm integrals (R^3 units): inside 0.50000, tail 0.33333
r_d^3/R^3 = 1.20000, r_d = 0.06376 nm
r_d^3/R^3 with sphere normalization = 2.00000
slope of potential function = -0.20000 m R^2/hbar^2 (R = 1 tail units)
tail coefficients B (m = 0, 1, 2): [ 6. -4.  1.]
dd sigma: eta = -15.0, V = -0.12192 eV, at 0.9 d: -0.20647 eV
  V by volume quadrature = -0.12192 eV
  two-well bonding energy = -0.11909 eV
dd pi: eta = 10.0, V = 0.08128 eV, at 0.9 d: 0.13765 eV
  V by volume quadrature = 0.08128 eV
  two-well bonding energy = -0.07976 eV
dd delta: eta = -2.5, V = -0.02032 eV, at 0.9 d: -0.03441 eV
  V by volume quadrature = -0.02032 eV
  two-well bonding energy = -0.02017 eV
two-well bonding energy / leading hopping, d/R = 5, 10, 20, 40:
  dd sigma: 0.97676, 0.99664, 0.99957, 0.99995
  exponent between d/R = 20 and 40: -4.9995
  dd pi: 0.98126, 0.99734, 0.99966, 0.99996
  exponent between d/R = 20 and 40: -4.9996
  dd delta: 0.99282, 0.99902, 0.99988, 0.99998
  exponent between d/R = 20 and 40: -4.9998
growth for 10% shorter d: sp 1.2346, dd 1.6935
\end{verbatim}
